Weighted Raman mean in (001) silicon under shear strain

In the stressed silicon of the example below, the optical phonon splits into three modes. To first order in strain they are shifted from the unstrained line by 0.72, 1.79 and 2.31 cm⁻¹, and in backscattering from the (001) surface they carry 29, 1 and 70 per cent of the intensity. No mode lies at 1.84 cm⁻¹, yet this is the intensity-weighted mean shift, and it is also the value found from the three normal strains alone. The shear strains, which mix the modes strongly, have dropped out.

**1. Statement and conventions**

The axes x, y, z are the cubic axes of the crystal, and z is the surface normal. The strain e is small and uniform, and its shear parts are tensor components: e_xz is half the engineering shear angle. Frequencies ω are wavenumbers in cm⁻¹, the natural unit here. The unstrained line is at ω0, and mode n has the secular eigenvalue

λ_n = ω_n² − ω0².

These are eigenvalues of a real symmetric matrix K, linear in strain. For ideal backscattering the claim is

Σ I_n λ_n / Σ I_n = K_zz = p e_zz + q(e_xx + e_yy),   (1)

where I_n is the intensity of mode n, and p and q are material constants. "Ideal" means four things: the light travels along z inside the crystal, the Raman tensors are those of unstrained silicon, all three modes share one intensity prefactor, and the polarisations do not extinguish the whole signal.

**2. The secular matrix**

Let Q be the relative displacement of the two atoms in the primitive cell. For small motion

Q̈ = −(ω0² + K) Q,

in units where wavenumber stands for angular frequency. K is symmetric because it comes from second derivatives of an energy. To first order in strain, K_ij = Σ_kl T_ijkl e_kl, and symmetry fixes T.

A half turn about z reverses x and y. It multiplies a coefficient by −1 for every index x or y, so a surviving coefficient has an even total number of x and y indices. Half turns about x and y give the same rule for the other pairs. The numbers of x, y and z indices are therefore all even or all odd. T has four indices, and three odd numbers have an odd sum, so all must be even: the indices come in equal pairs.

The threefold rotations permute the axes cyclically, and the mirror planes exchange two axes, so three constants remain: p = T_xxxx, q = T_xxyy and r = T_xzxz. Hence

K_xx = p e_xx + q(e_yy + e_zz), and cyclically,
K_xz = T_xzxz e_xz + T_xzzx e_zx = 2r e_xz, and likewise for xy and yz.

The factor 2 arises because e_xz and e_zx both occur in the sum.

**3. What the light selects**

Let R_k,ij be the change of polarisability component ij per unit displacement along k. It has three indices, so the parity rule now requires all three counts to be odd: one x, one y and one z. The rotations and mirrors make these entries equal. Thus R_k,ij = d if i, j, k are all different, and zero otherwise.

With unit polarisation vectors e for the incident and s for the scattered light, a displacement Q scatters with amplitude a·Q, where

a_x = d(s_y e_z + s_z e_y),
a_y = d(s_x e_z + s_z e_x),
a_z = d(s_x e_y + s_y e_x).

Here e with one index is a polarisation component; with two indices it is a strain. For light along z, s_z = e_z = 0, so a_x = a_y = 0. If the polarisations make angles φi and φs with x,

a_z = d(cos φs sin φi + sin φs cos φi) = d sin(φi + φs).

The light therefore sees the z component of the displacement and nothing else. For φi + φs = 0, for instance both polarisations along [100], it sees nothing and the mean is undefined.

**4. Proof**

Let v_n be the orthonormal eigenvectors of K. The three modes fluctuate independently, so their intensities add without interference:

I_n = C (a·v_n)² = C d² sin²(φi + φs) v_nz²,

with C common to the modes. Completeness, Σ_n v_ni v_nj = δ_ij, gives Σ_n v_nz² = 1. The normalised weights are thus w_n = v_nz², and the total intensity does not depend on strain. The spectral decomposition K_ij = Σ_n λ_n v_ni v_nj, read at i = j = z, gives

Σ_n w_n λ_n = K_zz.

This is (1). If two eigenvalues coincide, the choice of eigenvectors within their plane is free, but both sums are unaffected.

For any other fixed geometry the same two steps give

mean λ = aᵀKa / aᵀa.   (2)

The absence of shear is thus a property of the direction of a. Take a (110) surface with e = (1, −1, 0)/√2 and s along z. Then a is proportional to (−1, 1, 0), and the mean is (K_xx + K_yy)/2 − K_xy, which does contain a shear.

Equation (1) was tested by diagonalising K for 300 random sets of strain, material constants and in-plane polarisations, with numbers of order one and |sin(φi + φs)| of at least 0.1. The largest departure was 1.4 × 10⁻¹⁴.

**5. How the compensation works: one shear component**

Let e_xz be the sole shear. The y mode decouples and is dark. Write Δ = K_zz − K_xx and S = √(Δ² + 4K_xz²). The two coupled eigenvalues are

λ± = (K_zz + K_xx ± S)/2.

The matrix (K − λ₋)/(λ₊ − λ₋), restricted to the xz plane, gives 1 on the upper mode and 0 on the lower one, so it projects on the upper mode. Its zz element is the upper weight:

w₊ = (K_zz − λ₋)/S = (1 + Δ/S)/2, and w₋ = (1 − Δ/S)/2.

The mean is (K_zz + K_xx)/2 + (S/2)(w₊ − w₋) = (K_zz + K_xx)/2 + Δ/2 = K_zz. Shear pushes the two lines apart and at the same time moves intensity towards the one that was dark; the two changes cancel in the mean. When |K_xz| is much larger than |Δ|, the lines are nearly equally strong and lie about 2|K_xz| apart in λ.

If e_xz = e_yz = 0, z is itself an eigenvector and one line remains, whatever e_xy may be. This is the situation at a bare, traction-free (001) surface, where σ_xz = σ_yz = 0.

**6. Where the shear can be seen**

The shear reappears in the spread of the lines. Since Σ w_n λ_n² = (K²)_zz = K_zz² + K_xz² + K_yz²,

variance of λ = K_xz² + K_yz².

For the third central moment put D = K − K_zz. Its zz element vanishes, so D acting on the unit vector z gives b = (K_xz, K_yz), a vector in the xy plane. Hence

zᵀD³z = (Dz)ᵀD(Dz) = bᵀ(B − K_zz)b,

where B is the xy block of K. This quantity measures the lopsidedness of the line and sets the leading errors of the line maximum and of the Lorentzian fit in section 8.

The mean of the frequencies themselves is slightly different. Expanding ω_n = √(ω0² + λ_n) gives

mean ω = ω0 + K_zz/(2ω0) − (K²)_zz/(8ω0³) + …   (3)

The shear enters at second order. From here on, shifts are the first-order quantities λ_n/(2ω0), and h = K/(2ω0) is the matrix in cm⁻¹.

**7. Worked example**

The model is lightly doped silicon just below the corner of a transparent nitride stressor film. The film transmits shear traction, so σ_xz and σ_yz need not vanish at the interface. The stresses are round model values: σ_xx = −600, σ_yy = −150, σ_zz = −100, σ_xz = 300, σ_yz = 100 and σ_xy = 50 MPa. Rough silicon values are ω0 = 520 cm⁻¹; p, q, r = −1.8, −2.3, −0.7 in units of ω0²; and C11, C12, C44 = 166, 64, 80 GPa.

Hooke's law reads σ_xx = (C11 − C12)e_xx + C12 tr e. Summing over the axes gives tr e = tr σ/(C11 + 2C12) = −0.85/294 = −2.891 × 10⁻³. Then

e_xx = (−0.600 + 64 × 0.002891)/102 = −4.068 × 10⁻³,

and in the same way e_yy = 0.344 × 10⁻³ and e_zz = 0.834 × 10⁻³. The main shear is e_xz = σ_xz/(2C44) = 0.3/160 = 1.875 × 10⁻³.

With ω0/2 = 260 cm⁻¹,

h_zz = 260 × [−1.8 × 0.834 + 2.3 × 3.725] × 10⁻³ = 1.84 cm⁻¹,
h_xz = 260 × 2 × (−0.7) × 1.875 × 10⁻³ = −0.68 cm⁻¹.

The other elements are h_xx = 1.20, h_yy = 1.77, h_xy = −0.11 and h_yz = −0.23 cm⁻¹. The coupling h_xz is as large as the difference h_zz − h_xx = 0.64 cm⁻¹, so the x and z motions mix strongly.

The z components of the eigenvectors are 0.5402, 0.1057 and 0.8349. Their squares are the weights, and

0.2101 + 0.0199 + 1.6073 = 1.8373 cm⁻¹,

equal to h_zz, or 228 µeV. Taking the strongest mode for the mean would give 2.31 cm⁻¹, too high by 0.47 cm⁻¹, or 26 per cent of the mean. The standard deviation is √(0.6825² + 0.2275²) = 0.72 cm⁻¹, and the third moment is μ3 = −0.3355 cm⁻³. The (110) geometry of section 4, with the same K, would give 1.60 cm⁻¹.

**8. From mode weights to a fitted line**

Each mode has a width, taken here to be the same for all three. With a rough full width of 3 cm⁻¹ the three modes merge into one lopsided line, and equation (1) does not say where a fit will place it. Let g = 1.5 cm⁻¹ be the half width, and let δ_n be the mode positions measured from their mean, so that Σ w_n δ_n = 0.

Line maximum. Near its centre a Lorentzian is 1 − u²/g² + u⁴/g⁴, with slope −2u/g² + 4u³/g⁴. Setting the weighted slope to zero at position x gives

−2x/g² + (4/g⁴)(x³ + 3xμ2 − μ3) = 0,

where μ2 is the variance. For splittings small against g, the leading solution is x = −2μ3/g². Here it gives +0.30 cm⁻¹; the maximum of the full line is at +0.29 cm⁻¹. This close agreement rests on a cancellation. The ratio of standard deviation to g is 0.48, so the terms left out are not small. The term 3xμ2 changes x by the fraction 6μ2/g² ≈ +1.4. The next term of the Lorentzian, −u⁶/g⁶, brings in the fifth central moment μ5 = −0.49 cm⁻⁵ and changes x by the fraction −1.5μ5/(μ3g²) ≈ −1.0, which is of the same order. The cubic equation above keeps the first correction without the second and should not be solved in full. For these modes the leading formula stays within about 10 per cent of the true maximum for g of 1.5 cm⁻¹ and above, but overshoots for narrower lines: at g = 1 cm⁻¹ it gives 0.67 against 0.41 cm⁻¹. At such splittings the maximum should be found from the full line.

Least-squares fit of one Lorentzian. Expanding Σ w_n L(x − δ_n) gives L + (μ2/2)L″ − (μ3/6)L‴. The even terms alter height and width. A small displacement c of the fitted line adds −cL′, and the best c matches the odd term:

c = (μ3/6) ∫L′L‴ / ∫L′² = −(μ3/6) ∫L″² / ∫L′²,

after one integration by parts. The Fourier transform of L is proportional to exp(−g|k|), so the ratio of integrals is ∫k⁴e^(−2gk)dk / ∫k²e^(−2gk)dk = 3/g². Therefore c = −μ3/(2g²), a quarter of the error of the maximum at this order. It gives +0.075 cm⁻¹; an actual fit to the noiseless line without background, over ±20 cm⁻¹, gives +0.066 cm⁻¹, or 4 per cent of the mean.

Numerical centroid. The first moment of a Lorentzian has no unconditional limit, because its tails fall as 1/u². Take a window ±W about the unstrained line and a component at δ, with δ and g much smaller than W. The window holds the area 1 − 2g/(πW). Its first moment is δ times that area, plus an unbalanced tail term of about −2gδ/(πW). The quotient is δ[1 − 2g/(πW)] to leading order. For W = 50 cm⁻¹ the loss is 1.9 per cent; integration gives −0.036 cm⁻¹.

Of these three readings the numerical centroid is nearest to h_zz for this noiseless line and this window, but the ranking depends on the window. Over the ±20 cm⁻¹ used for the fit the centroid is off by −0.09 cm⁻¹, more than the fit, whose error hardly depends on the window. The loss comes from the window being off centre: a ±20 cm⁻¹ window centred on the line maximum leaves about +0.015 cm⁻¹. To use a fit instead, build the line from the strain model, fit it with the same routine as the data, and compare the fitted positions.

**9. Departures from the ideal geometry and intensity**

Frequency instead of eigenvalue. The second-order term in (3) equals −(h²)_zz/(2ω0) = −3.89/1040 = −0.004 cm⁻¹. This keeps K linear in strain. Terms of K quadratic in strain, which may contain shear, can be of similar size: with coefficients near ω0² and strains of 4 × 10⁻³, one such term gives about 260 × 16 × 10⁻⁶ = 0.004 cm⁻¹. The size of these coefficients is assumed; they may be several times larger, and the terms then exceed the second-order term in (3). They are not included here.

Stokes factor. For a Raman tensor that is the same for all three modes, the prefactor for photon counting is f(ω) = (ω_L − ω)³(n + 1)/ω, where ω_L is the laser wavenumber and n the thermal occupation. Expanding f about the mean changes the mean shift by (d ln f/dω)μ2. At 300 K and 405 nm this is −0.001 cm⁻¹.

Lens aperture. Let the incident light be polarised along x and the scattered light along y. A ray inclined by a small θ at azimuth φ gives the incident polarisation the z component −θ cos φ, or the scattered one −θ sin φ. By section 3 these are a_x and a_y relative to a_z = 1. Incident and scattered rays are averaged independently, each over a cone filled uniformly in solid angle with half angle θm. Each component then has mean zero and mean square θm²/4. Small weights θm²/4 thus pass to the x and y motions, while the cross terms vanish. The mean changes by (θm²/4)(h_xx + h_yy − 2h_zz). For aperture 0.9 and a rough refractive index of 5.5, θm ≈ 0.164 and the change is −0.005 cm⁻¹. This ignores transmission at the surface, which favours the polarisation that carries the z component; for a bare surface it raises the change to about −0.006 cm⁻¹.

Tilt. If the light inside the crystal runs at an angle θ from z towards x, with e = (cos θ, 0, −sin θ) and s along y, then a = d(−sin θ, 0, cos θ). Equation (2) gives a change −2θh_xz to first order, which is +0.024 cm⁻¹ for 1 degree. It reverses with the tilt, so the average of readings at +θ and −θ is free of it at this order.

Strained Raman tensor. The parity rule allows strain to add a_x = c′e_xz and a_y = c′e_yz, relative to a_z = 1, in crossed polarisation along x and y. The mirror plane that exchanges x and y makes the coefficient c′ the same for both, since the polarisability is symmetric in its two indices. The mean changes by 2c′(e_xz h_xz + e_yz h_yz) to leading order. With the assumed value c′ = 5 this is −0.014 cm⁻¹, and it scales with c′.

**10. Depth, temperature and the real device**

With unstrained Raman tensors the total intensity is independent of strain (symmetry also lets normal strains rescale a_z, which is neglected), so each depth t contributes according to the light reaching and leaving it. For a slowly varying strain, the intensity-weighted mean is the light-weighted average of the local K_zz. For strain falling as exp(−t/L) and light absorbed on both passes as exp(−2t/δa),

mean = K_zz(0) · (2/δa)/(2/δa + 1/L) = K_zz(0) · L/(L + δa/2).

With a rough absorption depth δa = 120 nm and a chosen L = 500 nm the factor is 500/560 = 0.89. The mean shift falls by 0.20 cm⁻¹, or 11 per cent of the interface value; a fitted line position need not fall by exactly the same amount.

Laser heating moves all modes together. With a rough coefficient of −0.02 cm⁻¹/K, a rise of 10 K gives −0.20 cm⁻¹. An isotropic frequency shift due to carriers would likewise add nearly the same constant to every λ_n and pass for strain; the example leaves it out by assuming light doping.

The stresses are model values, not a prediction for a particular device, and the shear of 300 MPa was chosen to make the mixing plain. A real device also breaks the assumption of uniform strain: the depth variation alone costs 0.20 cm⁻¹ here, and variation across the laser spot, not computed, adds its own average. The material constants matter as much. A change of 10 per cent in q, with p fixed, moves h_zz by 260 × 0.23 × 3.725 × 10⁻³ = 0.22 cm⁻¹. Device edges along [110] need no new formula, since e_xx + e_yy does not change when the axes are turned about z.

Even an ideal reading supplies one number, p e_zz + q(e_xx + e_yy). If σ_zz is also known, Hooke's law gives a second equation, and the two together yield e_zz and the sum e_xx + e_yy. Both contain e_xx and e_yy only through this sum, so separating these two needs still further information, such as a mechanical model. The numerical output below lists the full matrices and eigenvectors for checking an implementation.

Computed values

```
Random trials: 300, largest error 1.4e-14
omega0 (rough) = 520 cm^-1
p, q, r (rough) = -1.8, -2.3, -0.7 omega0^2
C11, C12, C44 (rough) = 166, 64, 80 GPa
stress row x = -600 50 300 MPa
stress row y = 50 -150 100 MPa
stress row z = 300 100 -100 MPa
strain row x = -4.0683 0.3125 1.8750 x 1e-3
strain row y = 0.3125 0.3435 0.6250 x 1e-3
strain row z = 1.8750 0.6250 0.8337 x 1e-3
K/(2 omega0) row x = 1.2000 -0.1137 -0.6825 cm^-1
K/(2 omega0) row y = -0.1137 1.7736 -0.2275 cm^-1
K/(2 omega0) row z = -0.6825 -0.2275 1.8373 cm^-1
mode 1: shift 0.7198 cm^-1, weight 0.2918
  vector x y z = 0.8162 0.2047 0.5402
  weight x shift = 0.2101 cm^-1
mode 2: shift 1.7851 cm^-1, weight 0.0112
  vector x y z = -0.3072 0.9458 0.1057
  weight x shift = 0.0199 cm^-1
mode 3: shift 2.3060 cm^-1, weight 0.6970
  vector x y z = -0.4893 -0.2522 0.8349
  weight x shift = 1.6073 cm^-1
weighted mean shift = 1.8373 cm^-1
K_zz/(2 omega0) = 1.8373 cm^-1
mean shift converted = 227.8 micro-eV
strongest mode minus mean = 0.4687 cm^-1
standard deviation of shifts = 0.7194 cm^-1
third central moment = -0.3355 cm^-3
(110) control mean = 1.6005 cm^-1
Neglected effects, change of the reading:
line FWHM (rough) = 3.0 cm^-1
line maximum: +0.2926 cm^-1
single Lorentzian fit: +0.0662 cm^-1
centroid in +-50 cm^-1 window: -0.0358 cm^-1
frequency, second order: -0.00373 cm^-1
Stokes factor, 300 K, 405 nm: -0.00128 cm^-1
lens NA 0.9, index 5.5 (rough): -0.0047 cm^-1
tilt 1 degree: +0.0236 cm^-1
Raman tensor change, assumed coefficient 5: -0.0143 cm^-1
absorption depth (rough) = 120 nm
strain decay length = 500 nm
depth decay: -0.1969 cm^-1
heating coefficient (rough) = -0.02 cm^-1/K
heating by 10 K: -0.20 cm^-1
```
